Lattice-gas ground states by linear programming and detection of inconstructible vertices

**1. Definitions and conventions**

Each site of an infinite square lattice is empty or occupied. Two atoms may not sit on nearest-neighbour sites, which is the limit of infinite nearest-neighbour repulsion. The state of the adlayer is described per site by

c = (θ, n2, n3),

where θ is the coverage, n2 the number of occupied second-neighbour pairs (separation (1,±1)) and n3 the number of occupied third-neighbour pairs (separation (2,0) or (0,2)). Every pair is counted once. With pair energies V2 and V3, positive for repulsion, and chemical potential μ, the grand energy per site is

ω = V2 n2 + V3 n3 − μθ.

A state means a translation-invariant probability distribution over configurations. A periodic configuration averaged over its translations is one example. The vectors c of all states form a closed, bounded, convex set P, the configuration polytope. Its convexity follows from mixing: if two states have vectors c and c′, the mixture with weights λ and 1−λ has λc + (1−λ)c′. Since ω is linear in c, its minimum over P is reached at an extreme point. Finding the ground states for all V2, V3 and μ therefore means finding the extreme points, or vertices, of P. Convexity alone does not make their number finite; Section 6 proves that for the present model. A vertex fixes c, and several configurations may share it.

**2. The linear program and its one-sided error**

Choose a finite window W that contains every interacting pair. Let p(w) be the probability of seeing the allowed pattern w in W. Every state satisfies

p(w) ≥ 0, Σ p(w) = 1,

together with balance conditions. If W overlaps its translate W+t, the sites they share must have the same pattern probabilities whether they are read in W or in W+t. These conditions are linear. They define a polytope M of frequency vectors, and c is a linear function of p. Let Q be the image of M in the space of c. Then

P ⊆ Q, hence min over Q of ω ≤ min over P of ω.

The program thus gives a lower bound on the energy. It need not give a ground state, because frequencies that agree on overlaps may still fail to fit together in the plane. A vertex of Q outside P is called inconstructible.

In one dimension this failure is absent. Let the window have r+1 sites for interactions of range r. Regard each r-site word as a node and each window pattern as an arrow from its first r sites to its last r. Balance says that the flow into each node equals the flow out. Such a flow is a sum of flows around closed cycles, and each cycle is a periodic chain. Hence Q = P. In the plane, two directions must be satisfied together, and the cycle argument no longer applies.

The error of the lower bound can be estimated. For a vertex v of Q let δ(v) be the smallest possible value, over c in P, of the largest component of |c − v|. Take the v that minimizes ω over Q and its nearest c. Then ω(c) − ω(v) is at most δ(v) times the sum of the absolute coefficients, so

0 ≤ ω_P − ω_Q ≤ δ_max (|μ| + |V2| + |V3|),

where ω_P and ω_Q are the two minima and δ_max is the largest δ(v). Any periodic configuration gives an upper bound on ω_P. When the two bounds coincide, the energy is settled.

**3. Enumerating the vertices of Q**

Maximize several directions over M and form the convex hull H of the resulting points c. For each facet of H, with outward normal u, maximize u·c over M. If the maximum lies beyond the facet, add the new point and rebuild H. If no facet can be exceeded, every facet inequality of H holds on Q, so Q ⊆ H. Since all points of H came from Q, also H ⊆ Q, and the two are equal. A solver may return a point in the interior of a face, so points lying in the hull of the others are removed at the end.

In floating-point arithmetic, "beyond" means beyond by more than a small tolerance. The vertices are then recognized as fractions. In the example below the final list is also proved by exact inequalities, so it does not rest on that tolerance.

**4. When a vertex is constructible**

For a vertex v of Q, let S(v) contain every pattern that has positive frequency in at least one p projecting to v. The criterion is:

v belongs to P if and only if the plane can be covered by a configuration all of whose windows show patterns from S(v).

Suppose first that v belongs to P. The window frequencies of a state with vector v lie in M and project to v. Patterns outside S(v) have probability zero in every window. There are countably many windows, so a configuration without any such pattern exists.

Conversely, let F be the set of all p in M projecting to v. Because v is extreme, F is a face of M: if a mixture of two vectors lies in F, both vectors do. Averaging finitely many members of F gives a p* that is positive on all of S(v). Take any p in M supported on S(v). For small ε > 0 the vector

p* − ε(p − p*)

is still non-negative and obeys all the linear equalities, so it lies in M. Now p* lies strictly between this vector and p. Since F is a face, p lies in F and projects to v. Given a configuration covered by S(v), average it over translations in ever larger boxes. A limit of these averages is a state whose window frequencies are supported on S(v). Its vector is therefore v, so v belongs to P.

Two consequences follow. A constructible vertex of Q is a vertex of P, since a point that is extreme in Q is extreme in any subset containing it. If v is inconstructible, some finite n×n patch already cannot be filled. Otherwise fillable patches of every size would exist, and a convergent subsequence of them would cover the plane.

The set S(v) is found by one further linear program. Write q = κp with κ ≥ 0, where p projects to v, and maximize

Σ t(w), with 0 ≤ t(w) ≤ 1 and t(w) ≤ q(w).

For w outside S(v), q(w) = 0 forces t(w) = 0. Taking p = p* and κ large makes q(w) ≥ 1 on all of S(v). The optimum therefore has t = 1 on S(v) and t = 0 elsewhere.

Two searches then run side by side. One looks for a periodic cell with vector v, which proves constructibility. The other joins overlapping n×n patches into (n+1)×(n+1) patches, and an empty list proves inconstructibility. If neither search has ended, the vertex is undecided and a larger window may cut it off. A constructible vertex whose configurations are all non-periodic would end neither search. One fixed window has finitely many pattern sets, so some patch size exposes every set that cannot cover the plane. No single size suffices for windows of all sizes, because the question whether an arbitrary finite set of patterns can cover the plane is undecidable.

**5. A window that is too small**

Let W be a cross: a centre and its four nearest neighbours, the arms. Averaging p over the rotations and reflections of the square leaves c unchanged. An occupied centre has four empty arms and probability θ. Let an empty centre of type k have probability p_k, m occupied arms, a occupied pairs of adjacent arms and b occupied pairs of opposite arms. The types (m, a, b) are

(0,0,0), (1,0,0), (2,1,0), (2,0,1), (3,2,1), (4,4,2).

Normalization and equal occupation of centre and arms give

Σ p_k = 1 − θ, Σ p_k m_k/4 = θ.

The remaining balance conditions follow from these, the exclusion rule and the symmetry. A second-neighbour pair has two common nearest neighbours and a third-neighbour pair has one midpoint, so

n2 = ½ Σ p_k a_k, n3 = Σ p_k b_k.

If a single type is present, (1−θ)m/4 = θ gives θ = m/(m+4) and 1−θ = 4/(m+4). Its vector is

c_k = (m, 2a, 4b)/(m+4).

In general put λ_k = p_k(m_k+4)/4. These weights are non-negative, their sum is (1−θ) + θ = 1, and c = Σ λ_k c_k. Hence Q is the hull of the six points

O = (0,0,0), A = (1/5,0,0), D = (1/3,1/3,0), X = (1/3,0,2/3), Y = (3/7,4/7,4/7), E = (1/2,1,1).

The numerical enumeration retains all six as vertices. O is the empty lattice. The other constructible ones have one atom per cell, with cell vectors

A: (5,0), (2,1); D: (3,0), (1,1); E: (2,0), (1,1).

At X every empty site must have exactly two occupied arms, and these must be opposite. Consider the inner 2×2 block of a 4×4 patch, so that all four crosses fit inside. If the block is empty, each of its sites has two adjacent empty arms and cannot have an opposite occupied pair. If one site is occupied, call it (0,0) and the others (1,0), (0,1) and (1,1). Then (1,0) is empty with its western arm occupied, so its northern arm (1,1) must be empty. The site (1,1) now has empty western and southern arms, which breaks both opposite pairs. No 4×4 patch exists.

At Y every empty site has exactly one empty arm. Let e and f be neighbouring empty sites, with the lattice turned so that they lie side by side. Each is the only empty arm of the other, so the sites directly above e and f must both be occupied, yet these two sites are nearest neighbours. This contradiction excludes Y. Patch growth first gives an empty list at size 6×6. That this size suffices can be seen directly: the central 2×2 block contains an empty site e, and the crosses of e and of its partner f both fit in the patch.

**6. The complete list from a 3×3 window**

On a 3×3 window the following inequalities hold for Q as well as for P, because each is an average over patterns that fit in the window.

(a) n2 ≥ 0 and (b) n3 ≥ 0, since they are pair counts.

(c) n3 ≤ 2θ. For each of the two directions, the probability that both ends of a pair are occupied is at most θ.

(d) 2n2 ≤ 2θ + n3. Let an occupied centre have k occupied corners, and let s be the number of occupied corner pairs along the sides of the window. Then k ≤ 2 + s/2, because s = 2 for k = 3 and s = 4 for k = 4. Averaged over sites, k at occupied centres gives 2n2, since each pair is seen from both ends. Since s ≥ 0, the occupied centres contribute at most the full site average of s. That average is 2n3, because each third-neighbour pair is a side of two windows. Thus 2n2 ≤ 2θ + n3.

(e) 5θ ≤ 1 + 2n2 + n3. In a cross the number of atoms is at most 1 + a + b, as the listed types and the occupied centre show. The averages of a and b are 2n2 and n3.

(f) 4θ ≤ 1 + n2. A 2×2 block holds at most one atom plus one for an occupied diagonal, and the average number of occupied diagonals is n2.

Inequality (f) removes X, for which 4/3 > 1, and Y, for which 12/7 > 11/7. Two new points appear:

B = (1/4, 0, 1/4), with cell (2,0), (1,2);
C = (1/4, 0, 1/2), with cell (2,0), (0,2).

Each cell holds one atom. All six points O, A, B, C, D, E satisfy (a)–(f). Equality holds on the following polygons, with corners in cyclic order:

(a) OABC; (b) OAD; (c) OCE;
(d) ODE; (e) ABD; (f) BCED.

Each inequality therefore defines a facet of the hull H of the six points. Every edge of these polygons belongs to exactly two of them, so together they form a closed surface. The boundary of H is a single connected closed surface, so no facet is missing. H is therefore the full region allowed by (a)–(f), and

H ⊆ P ⊆ Q ⊆ H.

The three sets H, P and Q are therefore equal. The six vertices are the complete list for either sign of V2 and V3, within this model.

The vertices do not name every ground state at special parameters. Fill the diagonals on which x+y leaves remainder 0 or 2 on division by 5. This gives (2/5, 3/5, 2/5) = (3/5)D + (2/5)E, a uniform structure on the edge DE. It ties with D and E wherever those two coexist as ground states.

**7. Worked example and its errors**

Take V2 = 100 meV and V3 = 20 meV, round model values. Apart from ω_O = 0, the vertex energies are

ω_A = −μ/5
ω_B = V3/4 − μ/4
ω_C = V3/2 − μ/4
ω_D = V2/3 − μ/3
ω_E = V2 + V3 − μ/2.

C lies above B because V3 > 0. Equating successive energies gives

O → A: μ = 0
A → B: μ/20 = V3/4, so μ = 5V3 = 100 meV
B → D: μ/12 = V2/3 − V3/4, so μ = 4V2 − 3V3 = 340 meV
D → E: μ/6 = 2V2/3 + V3, so μ = 4V2 + 6V3 = 520 meV.

The coverage rises through 0, 1/5, 1/4, 1/3 and 1/2. First the atoms avoid all three neighbour shells (A), then they accept the cheaper third-neighbour contacts (B). D exchanges these for second-neighbour contacts, and E has both kinds. B appears only if 5V3 < 4V2 − 3V3, that is V2 > 2V3. For 0 < V2 < 2V3 the layer passes directly from A to D at μ = 5V2/2.

If V3 < 0 and V2 > 0, C replaces A, B and D. The transitions are O → C at μ = 2V3 and C → E at μ = 4V2 + 2V3. The cross window also puts the first transition at μ = 2V3, since ω_X = (2V3 − μ)/3, but it predicts coverage 1/3 instead of 1/4. A correct transition potential is thus no evidence that the predicted structure exists.

The table compares the minima in meV per site for the repulsive parameters.

| μ (meV) | true minimum | cross bound |
|---|---|---|
| 50 | −10.0 | −10.0 |
| 220 | −50.0 | −60.0 |
| 430 | −110.0 | −130.0 |
| 620 | −190.0 | −197.1 |

At μ = 220 meV the cross selects X, with energy 20×2/3 − 220/3 = −60 meV. The true state is B, with 20/4 − 220/4 = −50 meV. The bound is too low by 10 meV, or 20% of the true magnitude. At μ = 50 meV both windows select A and the bound is attained, although the cross polytope as a whole is wrong.

The general estimate of Section 2 needs δ. For X, let θ fall by α, n2 rise by β and n3 fall by γ. Inequality (f) requires 4α + β ≥ 1/3 and (c) requires γ ≥ 2α. If no change exceeds δ, then α ≤ δ/2, so 3δ ≥ 1/3 and δ(X) = 1/9 ≈ 0.111, reached at α = 1/18, β = γ = 1/9. For Y the numerical distance is 0.029. The estimate at μ = 220 meV is therefore 0.111 × (220 + 100 + 20) ≈ 38 meV. It is safe but not sharp, since the actual error is 10 meV.

Errors in the interactions are a separate matter. Changes δV2 and δV3 shift the B → D potential by 4δV2 − 3δV3, so 1 meV of uncertainty in each can move it by up to 7 meV. Neglected longer-range interactions can be treated similarly. Suppose they change the energy of every state by at most ε per site, and let Δ be the gap between the lowest vertex and the next. Write the new ground state's c as a mixture of vertices, with total weight λ on the vertices other than the lowest. Its original energy exceeds the minimum by at least λΔ and by at most 2ε, so

λ ≤ 2ε/Δ.

At μ = 220 meV the next vertex is C, at 20/2 − 220/4 = −45 meV, so Δ = 5 meV. Neglected energies of a few meV per site then leave the order undetermined. The linear program can be exact for its model while the model is too short-ranged for the adlayer.

Numerical values quoted here were computed with a short program.
